\section*{Choosing the Likelihood Drop for a Lower Bound on Oxide Breakdown Lifetime}

\section{One voltage and a known slope}

Suppose that $N$ identical oxide capacitors are stressed at the voltage of interest until all have broken down, at times $t_i$. Let the times follow a Weibull law with survival probability $\exp[-(t/\eta)^\beta]$, and let the slope $\beta$ be known. Only the scale $\eta$ has to be found. The probability density is
\begin{equation}
f(t)=\frac{\beta}{t}\left(\frac{t}{\eta}\right)^{\beta}e^{-(t/\eta)^\beta}.
\end{equation}
With $v=\ln\eta$ and $S=\sum_i t_i^\beta$, the log-likelihood is, up to terms without $v$,
\begin{equation}
\ell(v)=-N\beta v-Se^{-\beta v}.
\end{equation}
Its derivative $-N\beta+\beta Se^{-\beta v}$ vanishes at $e^{\beta\hat v}=S/N$. Put $\delta=\beta(\hat v-v)$, so that $Se^{-\beta v}=Ne^\delta$. Then
\begin{equation}
\ell(\hat v)-\ell(v)=N\beta(v-\hat v)-N+Ne^\delta
=N(e^\delta-1-\delta).
\label{eq:simple}
\end{equation}

A lower bound on $\eta$ is obtained by lowering $v$ until this difference reaches a chosen drop $D$. That drop is the setting discussed here. It belongs to statistical lifetime fitting, not to an electronic-structure calculation.

For small $\delta$ the right side of \eqref{eq:simple} is $N\delta^2/2$. At the true $\eta$, each $(t_i/\eta)^\beta$ is a unit exponential variable with mean and variance one, and $e^\delta$ is their average. For large $N$, $\sqrt N\,\delta$ is therefore approximately standard normal. A one-sided level $1-\alpha$ requires $\delta=z/\sqrt N$, where $z$ is the normal quantile at $1-\alpha$, and hence
\begin{equation}
D=\frac{z^2}{2}.
\label{eq:drop}
\end{equation}
For 95\,\% one-sided confidence, $z=1.645$ and $D=1.353$. The lower end of a two-sided 95\,\% interval uses the 97.5\,\% quantile instead and answers a stricter question.

At finite $N$ the true distribution of $\delta$ is known: $Ne^\delta$ is a sum of $N$ unit exponentials, whatever $\eta$ is. The drop could thus be corrected without knowing the answer. Both features, the approximate rule \eqref{eq:drop} and its correction, survive when slope and voltage dependence are unknown.

\section{The lifetime that is to be bounded}

Now let cells of area $A_t$ be stressed at several constant voltages $V$, with
\begin{equation}
\eta(V)=\eta_r\left(\frac{V}{V_r}\right)^{-n}
\end{equation}
and with $\beta$ and $n$ common to all voltages. Breakdowns are assumed independent and Poisson distributed over area. Stress and use share one mechanism and one temperature. Tests may end before all cells fail, provided that the stopping rule carries no further information about the remaining lives.

A product of gate area $A_u$ survives if all its $A_u/A_t$ cell areas survive. Its survival probability is the cell survival raised to that power. If a fraction $p$ may fail by time $t_u$ at voltage $V_u$,
\begin{equation}
1-p=\exp\left[-\frac{A_u}{A_t}\left(\frac{t_u}{\eta(V_u)}\right)^\beta\right].
\end{equation}
Taking the logarithm, dividing by $-A_u/A_t$ and taking the logarithm again gives
\begin{equation}
\theta\equiv\ln t_u=\ln\eta(V_u)+\frac{w}{\beta},\qquad
w=\ln\left[-\frac{A_t}{A_u}\ln(1-p)\right].
\label{eq:target}
\end{equation}
Times inside logarithms are in seconds. With $x_u=\ln(V_u/V_r)$, we have $\ln\eta(V_u)=\ln\eta_r-nx_u$, and the sensitivities are
\begin{equation}
\frac{\partial\theta}{\partial\ln\eta_r}=1,\qquad
\frac{\partial\theta}{\partial n}=-x_u,\qquad
\frac{\partial\theta}{\partial\beta}=-\frac{w}{\beta^2}.
\label{eq:sens}
\end{equation}
If $V_u=V_r$ and $w=0$, the target is just the scale at the reference voltage, and errors of $n$ and $\beta$ drop out to first order. A distant voltage brings in $n$; a small failure fraction or a large area ratio brings in $\beta$.

\section{Coordinates that make the fit concave}

For cell $i$ let $y_i=\ln t_i$ and $x_i=\ln(V_i/V_r)$. Define
\begin{equation}
Z_i=\beta\left[y_i-\ln\eta(V_i)\right]=\beta y_i+\gamma x_i+c,
\quad \gamma=\beta n,\quad c=-\beta\ln\eta_r.
\end{equation}
The density of $\ln t$ is $tf(t)=\beta e^{Z}e^{-e^Z}$. A censored cell contributes its survival probability $e^{-e^Z}$. With $r$ failures,
\begin{equation}
\ell(\beta,\gamma,c)=r\ln\beta+\sum_{\rm failed}Z_i-\sum_{\rm all}e^{Z_i}.
\label{eq:like}
\end{equation}
Let $q=(\beta,\gamma,c)$, $u_i=(y_i,x_i,1)$ and $e_1=(1,0,0)$, and let $f_i$ be one for a failure and zero otherwise. Since $\partial Z_i/\partial q=u_i$,
\begin{align}
\nabla\ell&=\sum_i(f_i-e^{Z_i})u_i+\frac r\beta e_1,\\
J\equiv-\nabla\nabla\ell&=\sum_i e^{Z_i}u_iu_i^{T}+\frac r{\beta^2}e_1e_1^{T}.
\end{align}
For any vector $d=(d_\beta,d_\gamma,d_c)$,
\begin{equation}
d^TJd=\sum_i e^{Z_i}(u_i\cdot d)^2+\frac{r\,d_\beta^2}{\beta^2}\ge0.
\end{equation}
If this vanishes and $r\ge1$, then $d_\beta=0$ and $d_\gamma x_i+d_c=0$ for every cell. Two different voltages force $d=0$. The log-likelihood is then strictly concave and has at most one maximum.

A maximum exists if failures occur at two voltages or more and do not all lie on one line $y=a+bx$. To see this, note first that $Z-e^Z\le-1$ and $-e^Z<0$, so $\ell\to-\infty$ as $\beta\to0$. Next follow a ray $q+sd$ with $s\to\infty$ and $d_\beta\ge0$. If some $u_i\cdot d>0$, an exponential drives $\ell$ to $-\infty$. If none is positive but one failed cell has a negative value, a linear decrease outweighs $r\ln\beta$. Otherwise $u_i\cdot d=0$ for all failures. For $d_\beta>0$ this puts them all on one line; for $d_\beta=0$ the two voltages give $d=0$. Both cases are excluded. A concave function that falls to $-\infty$ along every ray and at the boundary has compact regions $\ell\ge$ constant, so its maximum $\hat\ell$ is attained.

Newton's method solves $J\,\Delta q=\nabla\ell$. The step is halved until $\beta$ stays positive and $\ell$ rises sufficiently. A least-squares line through $y(x)$ supplies a start, with $\beta$ taken as the inverse scatter about it.

\section{The profile and its single lower crossing}

Multiplying \eqref{eq:target} by $\beta$ turns a fixed lifetime into a linear condition:
\begin{equation}
\beta\theta+\gamma x_u+c=w.
\end{equation}
Eliminating $c$ gives
\begin{equation}
Z_i=\beta(y_i-\theta)+\gamma(x_i-x_u)+w.
\end{equation}
For each $\theta$, the same Newton method now maximizes \eqref{eq:like} over $\beta$ and $\gamma$. A concave function restricted to a plane remains concave. The maximum is the profile log-likelihood $\ell_p(\theta)$.

The profile has one peak. Take $\theta_1\ne\hat\theta$, with constrained maximum $q_1$, and join $q_1$ to the full maximum $\hat q$ by a straight segment. Along it
\begin{equation}
\theta(q)=\frac{w-c-\gamma x_u}{\beta}
\label{eq:ratio}
\end{equation}
is continuous, because $\beta>0$, and takes every value between $\theta_1$ and $\hat\theta$. Strict concavity makes $\ell$ larger inside the segment than at $q_1$. Hence $\ell_p(\theta)>\ell_p(\theta_1)$ for every intermediate $\theta$: the profile rises strictly towards $\hat\theta$ from either side.

The bound is the smallest $\theta$ in the compact region $\ell\ge\hat\ell-D$, so it is finite. It lies on the edge of the region, since $\partial\theta/\partial c=-1/\beta$ would allow a further decrease from any interior point. Numerically one solves
\begin{equation}
R(\theta)\equiv\operatorname{sign}(\hat\theta-\theta)
\sqrt{2[\hat\ell-\ell_p(\theta)]}=\sqrt{2D},
\end{equation}
moving down from $\hat\theta$ until the root is bracketed. There is no second root to select by mistake.

\section{What the standard drop assumes}

Near the maximum, $\hat\ell-\ell\simeq\frac12 d^TJd$ with $d=q-\hat q$. From \eqref{eq:ratio}, the gradient of $\theta$ is $g=-(\theta,x_u,1)/\beta$. Minimizing the quadratic loss at fixed $g^Td=\theta-\hat\theta$ requires $Jd=\lambda g$, where $\lambda$ is a multiplier. Thus $d=\lambda J^{-1}g$ and $\lambda=(\theta-\hat\theta)/(g^TJ^{-1}g)$. Substitution gives
\begin{equation}
\hat\ell-\ell_p(\theta)\simeq\frac{(\theta-\hat\theta)^2}{2s^2},
\qquad s^2=g^TJ^{-1}g.
\end{equation}
In large samples $(\hat\theta-\theta)/s$ is approximately standard normal at the true $\theta$, which again gives $D=z^2/2$. The normal approximation $\hat\theta-zs$ replaces the whole profile by this parabola. The profile bound keeps the actual shape but still takes $z$ from the large-sample distribution.

That distribution can be replaced by a simulated one. Transform all data by $y'=a+bx+\kappa y$ with $\kappa>0$, and choose
\begin{equation}
\beta'=\frac\beta\kappa,\qquad \gamma'=\gamma-\frac{\beta b}\kappa,
\qquad c'=c-\frac{\beta a}\kappa.
\end{equation}
Insertion shows $\beta'y'+\gamma'x+c'=\beta y+\gamma x+c$. Every $Z_i$ is unchanged, and $\ell$ changes by the constant $-r\ln\kappa$. Equation \eqref{eq:ratio} gives $\theta'=a+bx_u+\kappa\theta$, the same transformation applied to the target. So $R$ at the true lifetime does not change.

Any true parameters can therefore be mapped to $\beta=1$, $n=0$, $\eta_r=1$ s, for which $\theta=w$. Simulating that case gives the distribution of $R$ for the chosen voltages, cell counts, $w$ and $V_u$. Its 95\,\% quantile $k$ replaces $z$, and the drop becomes $k^2/2$. This holds for complete data and for tests stopped at a fixed number of failures, because the transformation preserves the order of failures at each voltage. A fixed stopping time is not carried along; calibration at the fitted parameters is then an approximation.

\section{A worked projection}

The data are synthetic, drawn with $n=44$, $\beta=1.30$ and $\eta(2.80\,\mathrm V)=2000$ s. Twenty cells were stressed at each of 2.60, 2.75, 2.90 and 3.05 V. The lowest-voltage test stopped at its twelfth failure, leaving eight cells censored. The failure times stand in the numerical output. The target is 100 ppm failures at 1.50 V, with $A_t=10^{-6}$ cm$^2$ and $A_u=10^{-2}$ cm$^2$:
\begin{equation}
w\simeq\ln(10^{-4}/10^4)=-18.42,\qquad x_u=\ln(1.50/2.80)=-0.624.
\end{equation}

The fit gives $\beta=1.44\pm0.14$ and $n=43.8\pm1.5$ (standard errors), with $\eta(1.50\,\mathrm V)=1.43\times10^{15}$ s. Then
\begin{equation}
\hat\theta=34.90-\frac{18.42}{1.439}=34.90-12.80=22.10,
\end{equation}
or $4.0\times10^9$ s, about 125 years. The true value is 38 years. The estimate is too long by a factor of 3.3, less than one standard error $s=1.46$ in $\ln t_u$.

By \eqref{eq:sens}, the separate error of $n$ contributes $0.624\times1.49=0.93$ to $\theta$, and that of $\beta$ contributes $(18.42/1.439^2)\times0.1375=1.22$. These are not independent, so they need not add in quadrature to $s$.

The 95\,\% lower bounds are 11.4 years from the normal approximation and 8.9 years ($2.8\times10^8$ s) from the profile. A ten-year requirement would pass by the first and fail by the second. A direct constrained minimization of $\theta$ over the likelihood region tests the profile root: both give $\theta_L=19.4527$.

At the profile bound, $\beta=1.262$ and $n=42.47$. The fall of $\theta$ by 2.65 can be divided:
\begin{align}
\Delta(w/\beta)&=-18.42\left(\frac1{1.262}-\frac1{1.439}\right)\simeq-1.80,\\
-x_u\,\Delta n&=0.624(42.47-43.76)\simeq-0.80.
\end{align}
The small remainder comes from $\eta_r$. About two thirds of the fall from estimate to bound thus comes through the Weibull slope. This is not the gain from knowing $\beta$: with $\beta$ fixed at its fitted value the margin shrinks only from 2.65 to 1.53, and with $n$ fixed to 2.28. Since $w<0$, the term $w/\beta$ falls more for a decrease of $\beta$ than it rises for an equal increase. This curvature favours a profile bound below the symmetric normal one, though other terms contribute too.

In 16\,000 simulated data sets of this design, the normal bound lay below the true lifetime in 91.0\,\% of cases and the profile bound in 92.9\,\%. Both are too optimistic for a nominal 95\,\%. Calibration on half of the sets gives $k=1.86$, hence $D=k^2/2=1.73$, and lowers the bound to 6.0 years. The finite number of simulated sets leaves standard errors of about 0.02 in $k$, 0.04 in $D$ and a quarter of a year in this bound; with 160\,000 sets the values settle at $k=1.82$, $D=1.66$ and 6.5 years, so the last digits obtained from 8000 sets are not converged. On the other half the coverage with $k=1.86$ was 95.6\,\%, which differs from 95\,\% by about 1.7 standard deviations of the combined sampling error of the two batches, not a significant discrepancy.

With area and failure fraction held fixed, the estimate reaches ten years at 1.589 V and the standard profile bound at 1.496 V. Statistical uncertainty costs 93 mV of supply voltage with this bound, and about 105 mV with the calibrated one.

\section{What no likelihood drop can cover}

The bound is conditional on the power law. Separate Weibull fits at the four voltages use eight parameters instead of three. Twice their gain in log-likelihood is 2.9 for five degrees of freedom, with an approximate $p$-value of 0.71. The data give no reason to reject the common model, but they say little about 1.50 V.

Consider the rival law $\eta\propto e^{-GV}$ with constant $G$. Its maximum log-likelihood is only 0.19 lower, yet its estimate is 0.12 years, shorter by a factor of 1100. If the two laws have equal value and slope at $V_r$, then $G=n/V_r$ and
\begin{equation}
\ln\frac{\eta_{\rm power}}{\eta_{\rm exp}}
=n\left[\frac V{V_r}-1-\ln\frac V{V_r}\right]\ge0.
\end{equation}
At 1.50 V this is $43.76(0.536-1+0.624)\simeq7.0$, close to the logarithm of the fitted ratio, although the two fits agree in value and slope at $V_r$ only approximately. This exceeds the whole statistical margin of 2.65. Changing $D$ is no remedy; lower stress voltages or independent physical evidence for the law are needed.

The parameters are meant to resemble a silicon dioxide gate film of roughly 2 nm at 125\,$^\circ$C, for which exponents in the forties and slopes somewhat above one are reasonable rough values. The longest test lasts 13 hours, against a projected life of years. Real devices need not share the test temperature: with a rough activation energy of 0.7 eV, 10 K more divides life by 1.65. A supply 1\,\% too high divides it by $1.01^{43.76}=1.55$. Real dies also differ in scale. For a slope of 1.30 within each die and an assumed standard deviation of 0.3 in $\ln\eta$ between dies, a single Weibull fit to a large complete sample gives a slope of 1.20 and underestimates the 100 ppm life by a factor of about 3. Extrinsic defects act the other way: a density of 0.01 cm$^{-2}$ that fails in service uses up the whole failure budget, however long the intrinsic life. Circuits that tolerate a first soft breakdown may outlive the time defined here.

The tunnelling current during stress also causes a voltage drop in series resistance and some heating; both are small for these cells. A rough semiclassical estimate for a 2.2 nm film at 3.05 V gives 1.9 A/cm$^2$, or 1.9 $\mu$A per cell. The drop across an assumed 100 $\Omega$ is 0.19 mV, which changes life by 0.3\,\%; the estimated self-heating is a few mK. The current depends strongly on the assumed tunnelling mass and barrier and on the film thickness. At 2.2 nm it can move by a factor of about thirty either way for masses of 0.3 to 0.5 electron masses, barriers of 3.0 to 3.2 eV and an oxide voltage uncertain by 0.2 V. Ten times the current would lengthen the life of the 3.05 V cells by about 3\,\% through this resistance. Because the drop is largest at the highest voltage, neglecting it also lowers the fitted $n$, and correcting for it would raise the projected life by about 5\,\%; for a hundred times the current the figures are about 30\,\% and 60\,\%. Current and voltage drop grow in proportion to cell area, so larger cells need a new estimate.

\section{Choosing the setting}

\begin{itemize}
\item For a one-sided bound in a large sample, use $D=z^2/2$ with the one-sided quantile. Check which convention a fitting routine applies to its stated confidence.
\item With some tens of failures, as here, simulate the design and use $D=k^2/2$. The value near 1.7 belongs to this example; recompute it when voltages, cell counts, censoring, $w$ or $V_u$ change.
\item Read $\beta$ and $n$ at the bound. If $\beta$ carries most of the margin, more failures or larger test cells help, the latter by reducing $|w|$. If $n$ does, widen the voltage range, preferably downwards and within one mechanism.
\item Repeat the bound with each voltage law that the data and the physics leave open. If the results differ by more than the statistical margin, report them separately, each with its law.
\end{itemize}

\section*{Computed values}
\begin{verbatim}
true n, beta, eta(2.80 V): 44.0, 1.30, 2000 s
use voltage: 1.50 V, reference voltage: 2.80 V
test area, use area: 1e-06, 1e-02 cm2
allowed failures: 100 ppm, w = -18.4206
2.60 V [s]: 1480.3 15496.2 16385.4 20679.3 21291.2 23167.7 32509.3 33768.8 34078.3 39955.3
2.60 V [s]: 41180.3 47402.5
2.75 V [s]: 110.8 236.0 507.8 602.9 1522.9 1720.1 1995.1 2493.2 2677.5 2698.1
2.75 V [s]: 3115.2 3624.8 4088.5 4467.6 5021.7 5161.2 5713.9 5738.6 8093.4 10485.6
2.90 V [s]: 54.4 71.6 87.4 96.7 141.9 170.3 204.5 326.7 347.0 384.1
2.90 V [s]: 406.2 449.2 475.0 498.6 524.4 656.2 692.3 795.0 915.9 1191.4
3.05 V [s]: 2.8 8.6 10.5 15.7 20.8 30.1 33.3 34.2 36.4 37.2
3.05 V [s]: 41.9 42.2 48.6 48.7 49.4 58.9 65.8 69.8 80.6 93.8
censored at 2.60 V: 8 cells at 47402.5 s
beta = 1.4393, standard error 0.1375
n = 43.762, standard error 1.489
eta(2.80 V) = 1963.5 s, eta(1.50 V) = 1.4303e+15 s
gamma = 62.9861, c = -10.9134
maximum log-likelihood (density of ln t) = -98.4513
theta = ln(t_use/s) = 22.0982, standard error 1.4560
estimated lifetime: 3.955e+09 s = 125.32 years
true lifetime: 37.59 years
z = 1.6449, log-likelihood drop = 1.3528
normal-approximation bound: 11.428 years
profile bound: theta_L = 19.4527, 2.807e+08 s = 8.894 years
theta_L by constrained minimisation: 19.4527
at profile bound: beta = 1.2623, n = 42.473
calibrated critical value: 1.8583
calibrated bound: 6.049 years
coverage, normal approximation: 90.95 %
coverage, profile: 92.94 %
coverage, calibrated (new runs): 95.58 %
simulated data sets per batch: 8000, batches: 2
10-year voltage from estimate: 1.5892 V
10-year voltage from profile bound: 1.4959 V
separate slopes, low to high V: 1.572 1.231 1.415 1.747
separate-fit test: LR = 2.906, df = 5, p = 0.714
power minus exponential log-likelihood: 0.1853
exponential law estimate: 1.151e-01 years
exponential law bound: 9.979e-03 years
estimate ratio power/exponential: 1.089e+03
life divisor, 10 K hotter (rough 0.7 eV): 1.65
life divisor, 1 % higher supply: 1.55
tunnel current at 3.05 V (rough): 1.87 A/cm2, 1.87 uA
drop in 100 ohm: 0.187 mV, life factor 1.0027
self-heating (rough): 2.53 mK
die scatter 0.3 in ln(eta): fitted slope 1.1985
die scatter, true/fitted life: 3.049
extrinsic defects filling the budget: 0.0100 per cm2
\end{verbatim}
